# Zero-field splitting from dipole coupling, and when cubic symmetry removes it

**Q.** A defect with two unpaired electrons has a triplet whose three levels are split without any applied field. You blame the magnetic dipole coupling. What is the interaction, and is it even finite when the electrons meet?

**A.** Each electron carries a moment \(\mathbf m=-g\mu_B\mathbf s\), with dimensionless spin \(\mathbf s\) and an isotropic \(g\). Let \(\mathbf r=\mathbf r_1-\mathbf r_2=r\mathbf n\). The energy of two moments is

\[
H=\frac{C}{r^3}\left[\mathbf s_1\!\cdot\!\mathbf s_2-3(\mathbf s_1\!\cdot\!\mathbf n)(\mathbf s_2\!\cdot\!\mathbf n)\right]-\frac{8\pi C}{3}\,\mathbf s_1\!\cdot\!\mathbf s_2\,\delta(\mathbf r),
\qquad C=\frac{\mu_0}{4\pi}g^2\mu_B^2 .
\]

The two minus signs of the moments cancel in the product. The last term is the contact part, \(-\tfrac{2}{3}\mu_0\,\mathbf m_1\!\cdot\!\mathbf m_2\,\delta(\mathbf r)\), rewritten with \(C\).

A triplet spin function is symmetric under exchange, so its spatial partner \(\Psi(\mathbf r_1,\mathbf r_2)\) is antisymmetric and \(\Psi(\mathbf r,\mathbf r)=0\). The contact term therefore has no first-order effect. Near coincidence \(\Psi\) is proportional to \(r\), so the average of the first term contains \(r^2\cdot r^{-3}\cdot r^2dr=r\,dr\), which converges.

**Q.** That operator contains two separate spins. Experiments are described with the total spin, \(\mathbf S\cdot\mathbf D\cdot\mathbf S\). Is the replacement an approximation?

**A.** The spin algebra is an identity; the approximation is the first-order average over \(\Psi\). Write the bracket as \(\sum_{ij}t_{ij}s_{1i}s_{2j}\) with \(t_{ij}=\delta_{ij}-3n_in_j\). For one spin one-half, \(s_is_j+s_js_i=\tfrac12\delta_{ij}\). With \(\mathbf S=\mathbf s_1+\mathbf s_2\), and because operators of different electrons commute,

\[
S_iS_j+S_jS_i=\tfrac12\delta_{ij}+\tfrac12\delta_{ij}+2(s_{1i}s_{2j}+s_{1j}s_{2i}).
\]

Solving for the mixed products gives

\[
s_{1i}s_{2j}+s_{1j}s_{2i}=\tfrac12(S_iS_j+S_jS_i)-\tfrac12\delta_{ij}.
\]

Since \(t\) is symmetric, half of this expression may replace \(s_{1i}s_{2j}\) in the sum:

\[
\sum_{ij}t_{ij}s_{1i}s_{2j}=\tfrac12\sum_{ij}t_{ij}S_iS_j-\tfrac14\,\mathrm{tr}\,t .
\]

The last term vanishes because \(\mathrm{tr}\,t=3-3|\mathbf n|^2=0\). Averaging over the normalised \(\Psi\) gives

\[
H_{\rm eff}=\mathbf S\cdot\mathbf D\cdot\mathbf S,\qquad
D_{ij}=\frac C2\left\langle\frac{r^2\delta_{ij}-3r_ir_j}{r^5}\right\rangle .
\]

The factor \(\tfrac12\) comes from the spin reduction. First order requires the triplet to be well separated, compared with \(D\), from the other states that the coupling can reach.

**Q.** What does a zero trace mean for the levels?

**A.** It means that their centre of gravity does not move. The trace of \(\mathbf D\) is zero because the numerator sums to \(3r^2-3r^2\), and the average converges, so the cancellation may be made under the integral. In the triplet \(\mathrm{tr}(S_iS_j)=2\delta_{ij}\), so the sum of the three energies is \(2\,\mathrm{tr}\,\mathbf D=0\).

With axial symmetry about \(z\), \(D_{xx}=D_{yy}=-D_{zz}/2\). Using \(S_x^2+S_y^2=2-S_z^2\),

\[
H_{\rm eff}=D_{zz}\left[S_z^2-\tfrac12(2-S_z^2)\right]=D\left(S_z^2-\tfrac23\right),\qquad D=\tfrac32D_{zz}.
\]

The states \(m_S=\pm1\) lie at \(D/3\) and \(m_S=0\) lies at \(-2D/3\).

**Q.** Now cubic symmetry. The orbitals of a defect are not spheres, so why should \(\mathbf D\) vanish?

**A.** Spheres are not needed. Suppose that the triplet is orbitally nondegenerate. A symmetry rotation \(\mathsf R\) then changes \(\Psi\) by at most a phase and leaves \(|\Psi|^2\) unchanged, so \(\mathsf R\mathbf D\mathsf R^{T}=\mathbf D\).

Every cubic group contains twofold rotations about \(x,y,z\) and threefold rotations about the body diagonals. The twofold rotation about \(z\) reverses \(x\) and \(y\), so \(D_{xz}=-D_{xz}=0\) and \(D_{yz}=0\). The one about \(x\) removes \(D_{xy}\). A threefold rotation permutes the axes, so the three diagonal elements are equal. Their sum is zero, hence each is zero.

**Q.** Could spin-orbit coupling restore a splitting?

**A.** Not for an isolated triplet of this kind at a cubic site without a field. A Hermitian operator on three spin states has nine real parameters: one constant, three coefficients of \(S_i\), and five of the symmetric traceless products \(S_iS_j\). Time reversal changes the sign of \(\mathbf S\) and forbids the linear terms. The argument just given forbids the five quadratic ones, whatever interaction produced them.

**Q.** Show me a case with visibly anisotropic orbitals.

**A.** Put six sites on a regular octahedron, in the order \(\pm x,\pm y,\pm z\), and fill two \(e\) orbitals with parallel spins:

\[
e_\theta=\frac{(-1,-1,-1,-1,2,2)}{\sqrt{12}},\qquad e_\varepsilon=\frac{(1,1,-1,-1,0,0)}2 .
\]

The antisymmetric product has amplitude proportional to \(e_{\theta a}e_{\varepsilon b}-e_{\theta b}e_{\varepsilon a}\) on sites \(a,b\). Apart from the common factor \(1/\sqrt{48}\), this is:

- for \(x\) and \(y\) sites, \((-1)(-1)-(-1)(1)=2\);
- for \(y\) and \(z\) sites, \((-1)(0)-(2)(-1)=2\);
- for \(z\) and \(x\) sites, \((2)(1)-(-1)(0)=2\);
- for opposite sites on one axis, zero.

The electrons therefore occupy the twelve edges with equal probability. Four edges have \(n_z^2=0\) and eight have \(n_z^2=\tfrac12\), so the mean is \(\tfrac13\) and \(\langle1-3n_z^2\rangle=0\).

**Q.** A real crystal is strained. How quickly does the zero disappear?

**A.** Linearly, for a strain that lowers the cubic symmetry; a uniform dilation leaves the zero intact. Let the sites lie at distance \(b\) from the centre, so the edge is \(R=\sqrt2\,b\). Move the \(z\) sites to \(ub\), with \(u=1+\epsilon\), and hold the orbital coefficients fixed. An edge ending on a \(z\) site has squared length \(b^2(1+u^2)\) and \(n_z^2=u^2/(1+u^2)\), so it contributes

\[
f(u)=\frac{1-3n_z^2}{r^3}=\frac{1-2u^2}{b^3(1+u^2)^{5/2}} .
\]

At \(u=1\) the derivative is

\[
f'(1)=\frac1{b^3}\left(-\frac{4}{2^{5/2}}+\frac{5}{2^{7/2}}\right)=-\frac{3}{2^{7/2}b^3}=-\frac{3}{4R^3}.
\]

Two thirds of the edges respond, so the average changes by \(-\epsilon/(2R^3)\). Since \(D=\tfrac32D_{zz}\),

\[
D\simeq-\frac{\epsilon}{2}D_0,\qquad D_0=\frac{3C}{4R^3}.
\]

This holds for point-like sites, small \(\epsilon\) and frozen coefficients. The same stretch also mixes \(e_\theta\) with the symmetric orbital \((1,1,1,1,1,1)/\sqrt6\) at first order in \(\epsilon\), and an admixture \(\delta\) adds \(-\sqrt2\,\delta D_0\). With nearest-neighbour hopping that falls as \(1/d^2\), the total becomes about \(-0.7\,\epsilon D_0\). The linear dependence survives this mixing; the coefficient \(-\tfrac12\) does not.

**Q.** You keep saying "nondegenerate". Is a cubic site not enough?

**A.** It is not. Take the four neighbours of a vacancy, in directions \(\mathbf v=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)\). The orbital \(t_x\) has coefficients \(v_x/2\), and likewise for \(t_y,t_z\). Two electrons with parallel spins in this shell form a \(^3T_1\) term with components \(\Psi_z\propto t_x\wedge t_y\) and its cyclic partners, where \(\wedge\) denotes the antisymmetric product.

On sites \(a,b\) the amplitude of \(\Psi_k\) is proportional to \((\mathbf v_a\times\mathbf v_b)_k\). For the first two sites this vector is \((0,2,-2)\), while their separation is along \((0,1,1)\). The other pairs follow by symmetry: a pair along \((0,1,\pm1)/\sqrt2\) has normalised amplitudes \(\mathbf p=\tfrac12(0,1,\mp1)\), up to an overall sign.

For \(\Psi_z\), four pairs have probability \(\tfrac14\), and all have \(n_z^2=\tfrac12\). Thus \(\langle1-3n_z^2\rangle=-\tfrac12\) and \(D=-D_0/2\), at a perfectly cubic site. The component \(\Psi_z\) is not carried into itself by the threefold rotations, so the earlier argument does not apply. It does apply to \(\sum_k|\Psi_k|^2\), so the tensor averaged over components vanishes.

**Q.** Then perhaps the degenerate term as a whole remains unsplit?

**A.** It splits, as the complete nine-state matrix shows. Between orbital components define

\[
T^{kl}_{ij}=\frac1{R^3}\sum_{\rm pairs}p_kp_l(\delta_{ij}-3n_in_j).
\]

The nonzero elements, in units of \(1/R^3\), are of three types:

- \(T^{zz}_{zz}=-\tfrac12\), from above;
- \(T^{zz}_{xx}=T^{zz}_{yy}=\tfrac14\), because the trace is zero and \(x,y\) are equivalent;
- \(T^{xy}_{xy}=T^{xy}_{yx}=(-\tfrac14)(-\tfrac32)+(\tfrac14)(\tfrac32)=\tfrac34\), from the pairs along \((1,1,0)\) and \((1,-1,0)\).

The rest follow by permuting axes. In \(T^{xy}\) the diagonal elements cancel between the two pairs.

Use spin states \(|a\rangle\) defined by \(S_a|a\rangle=0\), for which \((S_i)_{ab}=-i\epsilon_{iab}\). Then \(S_iS_j=\delta_{ij}-|j\rangle\langle i|\), and contraction with a traceless symmetric tensor leaves minus that tensor. With \(h=C/(2R^3)\), the element between \(|k,a\rangle\) and \(|l,b\rangle\) is \(-hR^3T^{kl}_{ab}\).

The states \(|xx\rangle,|yy\rangle,|zz\rangle\) have diagonal energy \(h/2\) and mutual coupling \(-\tfrac34h\). Their levels are \(\tfrac12h-\tfrac32h=-h\) once and \(\tfrac12h+\tfrac34h=\tfrac54h\) twice. Each pair such as \(|xy\rangle,|yx\rangle\) has diagonal energy \(-\tfrac14h\) and coupling \(-\tfrac34h\), giving \(-h\) and \(\tfrac12h\), three times each. The sum is \(-4h+\tfrac32h+\tfrac52h=0\), but the levels differ.

**Q.** Electrons are not points. How do you treat their spread?

**A.** I use Gaussian lobes \(\exp[-|\mathbf r-\mathbf A|^2/(4\sigma^2)]\), whose density has width \(\sigma\) along each axis. Completing the square, the product of lobes at \(\mathbf A\) and \(\mathbf A'\) is a density of width \(\sigma\) at their midpoint, times the overlap \(\exp[-|\mathbf A-\mathbf A'|^2/(8\sigma^2)]\). The average over \(\Psi\) is thus a sum of terms in which \(\mathbf r\) has a Gaussian distribution \(\rho\) about some \(\mathbf d\), with variance \(2\sigma^2\) per axis.

Each term follows from electrostatics. Away from the origin \((\delta_{ij}-3n_in_j)/r^3=-\partial_i\partial_j(1/r)\), so we need the traceless part of \(-\partial_i\partial_j\phi\), where \(\phi\) is the potential of \(\rho\). The isotropic part left out is proportional to \(\rho\) at coincidence, and it cancels in the antisymmetric sum. For a spherical charge this traceless part is the point tensor at \(\mathbf d\) times

\[
F=\frac{d^3}{3}\left(\phi''-\frac{\phi'}d\right).
\]

Let \(q\) be the charge inside \(d\). Then \(\phi'=-q/d^2\), and Poisson's equation \(\phi''+2\phi'/d=-4\pi\rho\) gives \(F=q-\tfrac{4\pi}{3}\rho d^3\). With \(x=d/(2\sigma)\),

\[
q=\mathrm{erf}\,x-\frac{2x}{\sqrt\pi}e^{-x^2},\qquad
\frac{4\pi}{3}\rho d^3=\frac{4x^3}{3\sqrt\pi}e^{-x^2},
\]
\[
F(x)=\mathrm{erf}\,x-\frac2{\sqrt\pi}e^{-x^2}\left(x+\frac{2x^3}3\right).
\]

For \(x\gg1\), \(F\to1\) and the point result returns.

**Q.** Put in numbers for a defect that people use.

**A.** Consider the negatively charged nitrogen-vacancy centre in diamond. Its two unpaired electrons occupy \(e\) orbitals, modelled here on three carbon neighbours with coefficients \((2,-1,-1)/\sqrt6\) and \((0,1,-1)/\sqrt2\). The antisymmetric amplitudes on the three pairs are equal in size, so each pair has probability \(\tfrac13\). All separations are perpendicular to the axis, hence \(\langle1-3n_z^2\rangle=1\) and \(D=D_0\) for point sites.

A rough lattice constant of 0.357 nm gives \(R=0.357/\sqrt2=0.2524\) nm. Dividing energies by Planck's constant, \(C=0.05204\) GHz nm³ and

\[
D_0=\frac{0.75\times0.05204}{(0.2524)^3}\ \text{GHz}=2.43\ \text{GHz}.
\]

For a chosen \(\sigma=0.05\) nm, \(x=2.52\) and \(F=0.974\). This factor alone would give \(2.36\) GHz; the terms containing lobe overlaps lower the result to \(D=2.29\) GHz, or 9.47 µeV. The levels lie at 0.76 GHz (twice) and −1.53 GHz. Sampling the six-dimensional wavefunction at two million points gave \(2.289\pm0.004\) GHz, where the uncertainty is one standard error.

Along the axis, the field that brings \(m_S=-1\) down to \(m_S=0\) is \(D/(g\mu_B)=82\) mT. At 300 K, \(D/k_BT\) is about \(4\times10^{-4}\), so thermal populations of the three levels are nearly equal.

**Q.** How close is that to the real centre, and is the closeness deserved?

**A.** The measured splitting is roughly 2.9 GHz, so the model has the right size but is not a prediction. Real dangling bonds lean towards the vacancy, whereas the atoms relax away from it. Holding \(\sigma\) fixed, moving the lobes 0.02 nm inward gives 3.20 GHz, and moving them 0.01 nm outward gives 1.94 GHz. At fixed sites, widths of 0.04 and 0.06 nm give 2.41 and 2.04 GHz. The shape of the lobes matters more: carbon orbitals pointing at the vacancy from the same sites give 2.8 GHz for pure \(p\) and 5.2 GHz for \(sp^3\) hybrids in a minimal basis. Hartree-Fock atomic orbitals from larger bases lower these to 2.3 and 5.0 GHz.

Spin density also leaks out of the cage. If each electron spends an assumed 15% of its time outside and contributes nothing there, \(D\) is multiplied by \(0.85^2\), which gives 1.65 GHz. Polarisation of the paired electrons is omitted and not sized here.

Second-order terms are much smaller for this centre. A rough spin-orbit coupling of 5 GHz and a gap of 1 eV give a scale of 0.1 MHz; the dipole coupling itself gives 0.02 MHz. The spin-orbit figure scales as the square of a rough input; a coupling ten times larger would give about 10 MHz, still below 1% of \(D\).

**Q.** And the same lobes in the two cubic arrangements?

**A.** On the regular octahedron with the same \(R\) and \(\sigma\), the tensor vanishes to rounding error, about \(10^{-15}\) GHz. A 1% stretch gives −6.0 MHz, about half the point-site estimate of −12.1 MHz. A 0.1% stretch gives −0.63 MHz, so the response is still nearly linear and curvature does not explain the difference. Nor does the factor \(F\). For an edge ending on a \(z\) site, \(x\) grows by \(x\epsilon/2\), so the terms without lobe overlap give \(D\simeq-\epsilon D_0\,[F/2+xF'(x)/6]\), with \(xF'(x)=8x^5e^{-x^2}/(3\sqrt\pi)=0.26\). That is about −13 MHz for a 1% stretch. The remaining +7 MHz must come from the terms containing lobe overlaps, including their effect on the normalisation. These values hold the coefficients fixed on the overlapping lobes. Fixing them on symmetrically orthogonalised lobes gives −8 MHz for the 1% stretch, and taking the orbitals as eigenvectors of the overlap matrix gives −25 MHz, so the size of the strain response is not a prediction.

For the \(^3T_1\) term, the component \(\Psi_z\) has \(D=-0.98\) GHz, against −1.21 GHz for point sites. This value depends on the component chosen: the combination along \((1,1,1)\) has \(D=+2.29\) GHz about that axis, the three-site result. The nine levels are −1.63 GHz (once), −1.47 GHz (three times), 0.82 GHz (three times) and 1.80 GHz (twice). The fourfold level at \(-h\) was thus a coincidence of the point limit. The total splitting is 3.43 GHz. In a real defect of this type, first-order spin-orbit coupling and Jahn-Teller distortion must be added before such levels are compared with a spectrum.

**Q.** So what may I conclude if a triplet defect shows no zero-field splitting?

**A.** The observation is consistent with an orbitally nondegenerate triplet at a cubic site, but does not prove it. A traceless tensor can also vanish by accidental cancellation, and a small strain splitting can hide within the linewidth. In the other direction, a resolved splitting of the electronic levels excludes an isolated, nondegenerate triplet at an undistorted cubic site in zero field. Hyperfine structure must be ruled out first: an isotropic coupling \(A\,\mathbf S\cdot\mathbf I\) to a nuclear spin one-half respects cubic symmetry, yet gives levels at \(A/2\) and \(-A\) with \(\mathbf D=0\). A resolved electronic splitting does not by itself tell you whether the site is distorted or the triplet is orbitally degenerate.

## Table of computed values

```
coupling constant C/h             0.052041 GHz nm^3
electron g factor (magnitude)     2.002319
lattice constant (rough input)    0.357 nm
lobe density width sigma (input)  0.050 nm
site spacing R                    0.2524 nm
site to vacancy centre            0.1546 nm
x = R/(2 sigma)                   2.5244
damping F(x)                      0.9741
neighbour lobe overlap            0.0413
triangle D0, point sites          2.4263 GHz
triangle D, Gaussian lobes        2.2892 GHz
triangle D, Gaussian lobes        9.468 ueV
triangle D, Monte Carlo           2.2893 +- 0.0042 GHz
triangle triplet levels           -1.5262 0.7631 0.7631 GHz
field D/(g muB)                   81.69 mT
contact density, symmetric pair   0.793 nm^-3
contact density, triplet          2.3e-17 nm^-3
octahedron rotations kept         24 of 24
octahedron largest |D_ij|         1.1e-15 GHz
octahedron D, Monte Carlo         -0.0052 +- 0.0062 GHz
octahedron D, 0.1 % stretch       -0.626 MHz
octahedron D, 1 % stretch         -5.990 MHz
point-site D, 1 % stretch, linear -12.132 MHz
3T1 component rotations kept      4 of 12
3T1 component D, Gaussian lobes   -0.9838 GHz
3T1 component D, Monte Carlo      -0.9858 +- 0.0037 GHz
3T1 component D, point sites      -1.2132 GHz
3T1 mean tensor, largest |D_ij|   6.7e-16 GHz
3T1 levels 1 to 5                 -1.6333 -1.4726 -1.4726 -1.4726 0.8167 GHz
3T1 levels 6 to 9                 0.8167 0.8167 1.8005 1.8005 GHz
3T1 total splitting               3.4339 GHz
triangle D at sigma 0.04 nm       2.4064 GHz
triangle D at sigma 0.06 nm       2.0388 GHz
triangle D, lobes 0.02 nm inward  3.2020 GHz
triangle D, lobes 0.01 nm outward 1.9387 GHz
spin share outside cage (assumed) 0.15
triangle D if outside adds zero   1.6540 GHz
spin-orbit coupling (rough input) 5.0 GHz
excitation gap (rough input)      1.0 eV
spin-orbit squared over gap       103.4 kHz
dipole D squared over gap         21.7 kHz
temperature (input)               300 K
thermal energy kT/h               6251 GHz
ratio D/(kT)                      3.66e-04
```
